# Gaunt coefficients from 3j symbols, with selection rules for real harmonics

## A product of two p functions

Take the real p harmonics $p_x=\sqrt{3/4\pi}\,x/r$ and $p_y=\sqrt{3/4\pi}\,y/r$. Their product is proportional to $xy/r^2$, which is the angular shape of $d_{xy}=\sqrt{15/4\pi}\,xy/r^2$. Hence

$$p_xp_y=\frac{3}{4\pi}\frac{xy}{r^2}=\frac{3}{4\pi}\sqrt{\frac{4\pi}{15}}\;d_{xy}=\sqrt{\frac{3}{20\pi}}\;d_{xy}.$$

Since $d_{xy}$ is normalized, $\int p_xp_yd_{xy}\,d\Omega=\sqrt{3/20\pi}\approx0.2185$. This is a Gaunt coefficient, an integral of three spherical harmonics. All other real harmonics are orthogonal to $d_{xy}$, so the integrals of $p_xp_y$ with them vanish. The results below give the value and the zeros for any three harmonics.

## Conventions

For $m\ge0$ write

$$Y_{lm}=(-1)^m\Theta_{lm}(\theta)e^{im\varphi},\qquad Y_{l,-m}=(-1)^mY_{lm}^*=\Theta_{lm}e^{-im\varphi},$$

with $\Theta_{lm}$ real and $Y_{lm}$ normalized on the sphere (Condon-Shortley phase). With $a(l,m)=\sqrt{l(l+1)-m(m+1)}$ the ladder operators act as

$$L_+Y_{lm}=a(l,m)Y_{l,m+1},\qquad L_-Y_{lm}=a(l,m-1)Y_{l,m-1}.$$

The Gaunt coefficient is $G(m_1,m_2,m_3)=\int Y_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}\,d\Omega$, the $l_i$ being fixed non-negative integers. A form with one conjugated factor follows from $Y^*_{lm}=(-1)^mY_{l,-m}$.

**Definition.** The 3j symbols are the real normalized coefficients $c(m_1,m_2,m_3)$ of a state $\psi=\sum c\,|m_1m_2m_3\rangle$ of three angular momenta $l_1,l_2,l_3$ with total angular momentum zero. Thus $c=0$ unless $m_1+m_2+m_3=0$, and $J_+\psi=J_-\psi=0$. Collecting the coefficient of each basis state gives

$$\text{(A)}\quad a(l_1,m_1{-}1)\,c(m_1{-}1,m_2,m_3)+\text{(same for 2, 3)}=0,$$
$$\text{(B)}\quad a(l_1,m_1)\,c(m_1{+}1,m_2,m_3)+\text{(same for 2, 3)}=0,$$

where $\sum m_i=1$ in (A) and $\sum m_i=-1$ in (B). The overall sign is a convention, which drops out of Theorem 1.

## The zero-momentum state

**Lemma 1.** If $|l_1-l_2|\le l_3\le l_1+l_2$, equations (A) and (B) have one solution up to a factor. Otherwise they have none except zero.

*Proof.* Relation (A) expresses $c(m_1,m_2,m_3-1)$ through coefficients with third index $m_3$. All coefficients therefore follow from the row $m_3=l_3$. In (B) with $m_3=l_3$ the third term is absent because $a(l_3,l_3)=0$. What remains links neighbours in that row with nonzero factors, so one constant fixes the row. There is at most one solution.

If $l_3>l_1+l_2$, the row is empty, since $m_1+m_2=-l_3$ is impossible, and everything vanishes. If $l_3<|l_1-l_2|$, then $l_1$ or $l_2$ exceeds the sum of the other two, and the same argument applies to it.

For existence, count states. Let $n(s)=n(-s)$ be the number of pairs $(m_1,m_2)$ with sum $s$. States with total $M=0$ need $-l_3\le m_1+m_2\le l_3$; those with $M=1$ need $1-l_3\le m_1+m_2\le1+l_3$. The first set is larger by $n(l_3)-n(l_3+1)$. For $|l_1-l_2|\le s\le l_1+l_2+1$ one has $n(s)=l_1+l_2-s+1$, so this difference is 1 under the triangle condition. Since $J_+$ maps the first set into the smaller second one, it sends some nonzero $\psi$ with $M=0$ to zero. Then also

$$\|J_-\psi\|^2=\langle\psi|J_+J_-|\psi\rangle=\langle\psi|J_-J_++2J_z|\psi\rangle=0.\qquad\blacksquare$$

**Example.** For $(l_1,l_2,l_3)=(2,1,1)$ put $c(-2,1,1)=u$. Relation (B) gives in turn

- $2c(-1,1,0)+\sqrt2\,u=0$, so $c(-1,1,0)=-u/\sqrt2$, and likewise $c(-1,0,1)=-u/\sqrt2$;
- $\sqrt6\,c(0,0,0)+\sqrt2\,(-2u/\sqrt2)=0$, so $c(0,0,0)=2u/\sqrt6$;
- $\sqrt6\,c(0,1,-1)+\sqrt2\,(-u/\sqrt2)=0$, so $c(0,1,-1)=u/\sqrt6$, and likewise $c(0,-1,1)=u/\sqrt6$.

Reversing all $m_i$ exchanges (A) and (B), because $a(l,-m-1)=a(l,m)$; by uniqueness it changes the solution at most by a sign. The squares therefore add to $u^2(2+4\cdot\tfrac12+\tfrac46+2\cdot\tfrac16)=5u^2$. Normalization gives $u=1/\sqrt5\approx0.4472$ and $c(0,0,0)=2/\sqrt{30}\approx0.3651$.

## Complex harmonics

**Theorem 1.** For $l_i$ that obey the triangle condition,

$$G(m_1,m_2,m_3)=\sqrt{\frac{(2l_1+1)(2l_2+1)(2l_3+1)}{4\pi}}\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}.$$

$G$ vanishes unless all three conditions hold:

1. $m_1+m_2+m_3=0$ (azimuthal rule);
2. $|l_1-l_2|\le l_3\le l_1+l_2$ (triangle rule);
3. $l_1+l_2+l_3$ is even (parity rule).

*Proof.* The azimuthal integral $\int_0^{2\pi}e^{i(m_1+m_2+m_3)\varphi}d\varphi$ gives rule 1. Since $r^lY_{lm}$ is a homogeneous polynomial of degree $l$, inversion multiplies the integrand by $(-1)^{l_1+l_2+l_3}$. It leaves the integral over the sphere unchanged, which gives rule 3.

Each component of $\mathbf L$ is a derivative with respect to a rotation angle, so the integral of $\mathbf Lf$ over the sphere is zero for smooth $f$. Apply this to $f=Y_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}$ with the product rule. The operator $L_-$ gives relation (A) for $G$, and $L_+$ gives relation (B). By Lemma 1, $G=0$ outside the triangle, which is rule 2. Inside it, $G=\gamma\,c$, where $\gamma$ does not depend on the $m_i$.

To find $\gamma$, consider the function of one direction $\mathbf n$

$$F(\mathbf n)=\sum_{m_1m_2m_3}c(m_1,m_2,m_3)\,Y_{l_1m_1}(\mathbf n)Y_{l_2m_2}(\mathbf n)Y_{l_3m_3}(\mathbf n).$$

In $L_+F$ the coefficient of each product of harmonics is the left side of (A); in $L_-F$ it is that of (B). Also $L_zF=0$. Hence $\mathbf LF=0$, all derivatives along the sphere vanish, and $F$ is constant. At the north pole $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$, so

$$F=\sqrt{\frac{(2l_1+1)(2l_2+1)(2l_3+1)}{(4\pi)^3}}\;c(0,0,0).$$

Integrating the definition of $F$ over the sphere gives $\sum c\,G=\gamma\sum c^2=\gamma$. The constant gives $4\pi F$. Since $4\pi/(4\pi)^{3/2}=1/\sqrt{4\pi}$,

$$\gamma=\sqrt{\frac{(2l_1+1)(2l_2+1)(2l_3+1)}{4\pi}}\;c(0,0,0).\qquad\blacksquare$$

**Remark (allowed but zero).** The rules are necessary, not sufficient. The set $(l,m)=(3,2),(3,-2),(2,0)$ passes all three. Here $r^3Y_{32}\propto z(x+iy)^2$, so $|Y_{32}|^2\propto t^2(1-t^2)^2$ with $t=\cos\theta$, while $Y_{20}\propto3t^2-1$, and the integral is proportional to

$$\int_{-1}^1(3t^2-1)\,t^2(1-t^2)^2dt=3\cdot\frac{16}{315}-\frac{16}{105}=0.$$

The density $|Y_{32}|^2$ has no axial quadrupole moment. For the set $(3,1),(3,-1),(2,0)$ the coefficient is $G=-0.126$; since $Y_{31}Y_{3,-1}=-|Y_{31}|^2$, this means $\int|Y_{31}|^2Y_{20}\,d\Omega=+0.126$.

## Real harmonics

For $\mu>0$ define $S_{l0}=Y_{l0}$ and

$$S_{l\mu}=\frac{(-1)^\mu Y_{l\mu}+Y_{l,-\mu}}{\sqrt2}=\sqrt2\,\Theta_{l\mu}\cos\mu\varphi,$$
$$S_{l,-\mu}=\frac{(-1)^\mu Y_{l\mu}-Y_{l,-\mu}}{i\sqrt2}=\sqrt2\,\Theta_{l\mu}\sin\mu\varphi.$$

Thus $p_x=S_{1,1}$, $p_y=S_{1,-1}$ and $d_{xy}=S_{2,-2}$. In short, $S_{l\mu}=\sum_mU^l_{\mu m}Y_{lm}$ with $U^l$ unitary, and the real Gaunt coefficient is

$$R_{L_1L_2L_3}=\int S_{L_1}S_{L_2}S_{L_3}d\Omega=\sum_{m_1m_2m_3}U^{l_1}_{\mu_1m_1}U^{l_2}_{\mu_2m_2}U^{l_3}_{\mu_3m_3}G(m_1,m_2,m_3),$$

where $L=(l,\mu)$. No factor $U$ is conjugated, because $G$ contains no conjugated harmonic. Since $U$ mixes only harmonics of equal $l$, the triangle and parity rules carry over. The azimuthal rule does not.

**Theorem 2.** Let $M_i=|\mu_i|$, and number the harmonics so that $M_3$ is the largest. Then $R=0$ unless $M_3=M_1+M_2$ and the number of negative $\mu_i$ is even. If both hold,

$$R=(-1)^{M_3}A\;G(M_1,M_2,-M_3),$$

where $A=1$ if some $\mu_i=0$. If none is zero, $A=-1/\sqrt2$ when $\mu_1$ and $\mu_2$ are both negative, and $A=+1/\sqrt2$ otherwise.

*Proof.* Write $S_{l\mu}=\Theta_{l|\mu|}t_\mu(\varphi)$. The integral factorizes:

$$R=2\pi A\,I,\qquad I=\int_0^\pi\Theta_{l_1M_1}\Theta_{l_2M_2}\Theta_{l_3M_3}\sin\theta\,d\theta,\qquad A=\frac1{2\pi}\int_0^{2\pi}t_{\mu_1}t_{\mu_2}t_{\mu_3}d\varphi.$$

Under $\varphi\to-\varphi$ each sine changes sign, so an odd number of sines gives $A=0$. The product contains the frequencies $\pm M_1\pm M_2\pm M_3$, and its average vanishes unless one of them is zero. With $M_3$ largest this means $M_3=M_1+M_2$.

If one of $M_1,M_2$ is zero, $A$ is the average of $2\cos^2M_3\varphi$, of $2\sin^2M_3\varphi$, or of 1, which is 1. If $a=M_1\varphi$ and $b=M_2\varphi$ with both numbers positive, use

$$\cos a\cos b=\tfrac12[\cos(a+b)+\cos(a-b)],\quad \sin a\sin b=\tfrac12[\cos(a-b)-\cos(a+b)],$$
$$\sin a\cos b=\tfrac12[\sin(a+b)+\sin(a-b)].$$

Only the part with $a+b$ survives the average with the third function. The averages are $\tfrac14$, $-\tfrac14$ and $\tfrac14$. The three factors $\sqrt2$ multiply them by $2\sqrt2$, which gives the stated $A$.

Finally, the phases of the complex harmonics give $G(M_1,M_2,-M_3)=(-1)^{M_1+M_2}2\pi I=(-1)^{M_3}2\pi I$. Solving for $2\pi I$ and inserting it in $R=2\pi A\,I$ completes the proof. $\blacksquare$

**Remark (counting).** For $l_1,l_2\le2$ and $l_3\le4$ there are 2025 index triples. The triangle rule leaves 1225, and parity leaves 798. The azimuthal rules then leave 126 complex or 162 real coefficients, all nonzero in this range. Of the 162 real ones, 130 have $\mu_1+\mu_2+\mu_3\ne0$, as in the opening example with $1-1-2=-2$. The complex azimuthal rule would discard them.

## Non-spherical potentials and waves on two sites

Completeness gives $S_LS_{L'}=\sum_{L''}R_{LL'L''}S_{L''}$. Inside one atomic sphere, a potential $V=\sum_{L''}V_{L''}(r)S_{L''}$ therefore couples the angular channels $L$ and $L'$ by $\sum_{L''}R_{LL'L''}V_{L''}(r)$. If $V$ is spherical, only $L''=(0,0)$ remains, $R_{LL'0}=\delta_{LL'}/\sqrt{4\pi}$, and the channels decouple.

Gaunt coefficients also connect waves centred on different sites. Let $k=\sqrt{2E}$ in atomic units, $f_L(\mathbf r)=f_l(kr)S_L(\hat{\mathbf r})$, and let $f_l$ be $j_l$ or the outgoing $h_l=j_l+iy_l$.

**Theorem 3.** With

$$B_{LL'}=4\pi\sum_{L''}i^{\,l'+l''-l}R_{LL'L''}\,f_{L''}(\mathbf R),\qquad f_L(\mathbf r+\mathbf R)=\sum_{L'}B_{LL'}\,j_{L'}(\mathbf r),$$

for all $\mathbf r$ if $f=j$, and for $r<R$ if $f=h$.

*Proof for $f=j$.* First expand a plane wave, $e^{ikrx}=\sum_l\alpha_lj_l(kr)P_l(x)$ with $x=\hat{\mathbf k}\cdot\hat{\mathbf r}$; the radial factors are regular solutions of the free radial equation. The lowest power of $r$ that contains $P_l$ is $(ikr)^lx^l/l!$, in which $x^l=l!\,P_l/(2l-1)!!+\dots$. With $j_l(kr)\approx(kr)^l/(2l+1)!!$ this gives $\alpha_l=i^l(2l+1)$.

Next, $\sum_\mu S_{l\mu}(\hat{\mathbf k})S_{l\mu}(\hat{\mathbf r})$ is unchanged when both directions are rotated, since a rotation mixes the $S_{l\mu}$ by an orthogonal matrix. With $\hat{\mathbf k}$ at the pole it equals $(2l+1)P_l(x)/4\pi$. Hence

$$e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_Li^lj_L(\mathbf r)S_L(\hat{\mathbf k}).$$

Expand $e^{i\mathbf k\cdot(\mathbf r+\mathbf R)}$ once as a whole and once as a product:

$$4\pi\sum_Li^lj_L(\mathbf r+\mathbf R)S_L(\hat{\mathbf k})=(4\pi)^2\sum_{L'L''}i^{l'+l''}j_{L'}(\mathbf r)j_{L''}(\mathbf R)S_{L'}(\hat{\mathbf k})S_{L''}(\hat{\mathbf k}).$$

Multiply by $S_L(\hat{\mathbf k})$, integrate over $\hat{\mathbf k}$, and divide by $4\pi i^l$.

*Proof for $f=h$.* Let $\mathcal S_L(\mathbf q)=q^lS_L(\hat{\mathbf q})$, a harmonic polynomial. In the plane-wave expansion put $\mathbf q=i\mathbf k$, so that $\mathcal S_L(\mathbf k)=(-i)^l\mathcal S_L(\mathbf q)$ and $k^2=-\mathbf q^2$. Because $j_l(kr)/k^l$ is a power series in $k^2$, each power of $r$ gives a polynomial identity in $\mathbf q$. It stays valid when $\mathbf q$ is replaced by $\nabla_{\mathbf R}$. Acting on a function with $\nabla^2f=-k^2f$, the Taylor series becomes

$$f_L(\mathbf r+\mathbf R)=e^{\mathbf r\cdot\nabla_{\mathbf R}}f_L(\mathbf R)=4\pi\sum_{L'}j_{L'}(\mathbf r)\,k^{-l'}\mathcal S_{L'}(\nabla_{\mathbf R})f_L(\mathbf R).$$

It remains to show that derivatives act alike on $j_L$ and $h_L$. Both radial functions obey $(f_l(kR)/R^l)'=-kf_{l+1}/R^l$ and $f_{l-1}+f_{l+1}=(2l+1)f_l/(kR)$. Since $\nabla^2(R_i\mathcal S_L)=2\partial_i\mathcal S_L$ and $\nabla^2(R^2\partial_i\mathcal S_L)=(4l+2)\partial_i\mathcal S_L$, the combination $R_i\mathcal S_L-R^2\partial_i\mathcal S_L/(2l+1)$ is harmonic. On the unit sphere, therefore, $\hat R_iS_L=U_++U_-$, where $U_\pm$ contains harmonics of order $l\pm1$ and $U_-=\partial_i\mathcal S_L/(2l+1)$. Differentiating $f_L=(f_l/R^l)\mathcal S_L$ gives

$$\partial_if_L=-kf_{l+1}(U_++U_-)+\frac{(2l+1)f_l}{R}U_-=k\,(f_{l-1}U_--f_{l+1}U_+).$$

The angular factors are the same for $j$ and $h$, and so are those after repeated differentiation. The case $f=j$ has already fixed them.

This determines $B$ near $r=0$. For every $r<R$ the wave $h_L(\mathbf r+\mathbf R)$ is smooth, and its projection on $S_{L'}$ is a regular radial solution, hence the same multiple of $j_{l'}(kr)$. $\blacksquare$

**Remarks.** By parity $l'+l''-l$ is even, so the phase is $\pm1$. For $f=j$ and $\mathbf R\to0$, only $l''=0$ survives and $B_{LL'}\to\delta_{LL'}$. For $f=h$ the restriction $r<R$ is needed because the wave is singular at $\mathbf r=-\mathbf R$.

## A worked element

Take a free electron with $E=10$ eV, for which $k=1.620$ Å$^{-1}$, and $\mathbf R=(2,1,2)$ Å. Then $R=3$ Å and $kR=4.860$. Consider the outgoing $d_{xy}$ wave, $L=(2,-2)$, and its $p_x$ component about the second site, $L'=(1,1)$.

Triangle and parity allow $l''=1$ and $3$. One sine is present, so $\mu''$ must be negative, and $|\mu''|$ is $2-1=1$ or $2+1=3$. Three terms remain: $(1,-1)$, $(3,-1)$ and $(3,-3)$.

For $L''=(1,-1)$ the 3j symbols are those of the example after Lemma 1:

$$G=\sqrt{\frac{5\cdot3\cdot3}{4\pi}}\,(0.3651)(0.4472)=0.3090,\qquad R_{LL'L''}=\frac{0.3090}{\sqrt2}=0.2185,$$

which is the opening value $\sqrt{3/20\pi}$. For $L''=(3,-3)$ the largest number is 3, so $(-1)^{M_3}=-1$ and

$$G=\sqrt{\frac{5\cdot3\cdot7}{4\pi}}\,(-0.2928)(0.3780)=-0.3199,\qquad R_{LL'L''}=\frac{0.3199}{\sqrt2}=0.2262.$$

For $L''=(3,-1)$ the second 3j symbol is $0.0976$, so $G=-0.0826$ and $R_{LL'L''}=-0.0584$.

The phase is $i^0=1$ for $l''=1$ and $i^2=-1$ for $l''=3$. With $h_1=-0.0722+0.1973i$ and $h_3=0.2357-0.0408i$ the contributions are

- $(1,-1)$: $4\pi(0.2185)(0.1629)\,h_1=-0.0323+0.0882i$;
- $(3,-3)$: $-4\pi(0.2262)(0.2404)\,h_3=-0.1610+0.0279i$;
- $(3,-1)$: $-4\pi(-0.0584)(0.1862)\,h_3=0.0322-0.0056i$.

The third factor in each product is $S_{L''}(\hat{\mathbf R})$. The sum is $B_{LL'}=-0.1611+0.1105i$, a dimensionless number. Direct angular projection of the displaced wave, which uses no Gaunt coefficient, gives the same value in the numerical check.

At $\mathbf r=(0.5,-0.3,0.4)$ Å, inside the sphere $r<R$, the series for the whole $d_{xy}$ wave has an error relative to the exact wave of $0.10$ when cut at $l'\le2$, and $1\times10^{-7}$ at $l'\le12$. In the same direction at $r=6$ Å, outside the sphere, the sum cut at $l'\le12$ is wrong by a factor of order $10^4$ relative to the exact wave.

## Calculated quantities

```
Table l,l'<=2, l''<=4: number of index triples
  all triples: 2025
  after triangle rule: 1225
  after triangle and parity: 798
  and complex azimuthal rule: 126
  complex Gaunts nonzero: 126
  and real azimuthal rule (instead): 162
  real Gaunts nonzero: 162
  real nonzero with mu1+mu2+mu3 != 0: 130
Largest error of 3j formula, l,l'<=3: 8.7e-15
Largest error of real formula, l,l'<=3: 8.6e-15
|G| (3,2)(3,-2)(2,0), allowed but zero: 9.0e-17
G (3,1)(3,-1)(2,0), its neighbour: -0.126157
Energy: 10.0 eV; wave number k: 1.62009 1/angstrom
R = [2.0, 1.0, 2.0] angstrom, length 3.0 angstrom
k*R = 4.86026 (dimensionless)
Element B[d_xy, p_x], all dimensionless, by L''=(l'',mu''):
 L''=(1,-1): m=(-2, 1, 1), 3j(000)=0.365148, 3j(m)=0.447214
   complex G=0.309019, (-1)^M A=0.707107, real R=0.218510, pi R^2=3/20
   h=-0.072186+0.197268j, S(R)=0.162868, term=-0.032282+0.088221j
 L''=(3,-3): m=(2, 1, -3), 3j(000)=-0.292770, 3j(m)=0.377964
   complex G=-0.319865, (-1)^M A=-0.707107, real R=0.226179, pi R^2=9/56
   h=0.235704-0.040817j, S(R)=0.240388, term=-0.161043+0.027888j
 L''=(3,-1): m=(-2, 1, 1), 3j(000)=-0.292770, 3j(m)=0.097590
   complex G=-0.082589, (-1)^M A=0.707107, real R=-0.058399, pi R^2=3/280
   h=0.235704-0.040817j, S(R)=0.186204, term=0.032209-0.005578j
B[d_xy,p_x] from Gaunt sum: -0.161117+0.110531j
B[d_xy,p_x] from projection: -0.161117+0.110531j
Largest error of B, l,l'<=2, j and h waves: 3.0e-15
Series test point r = [0.5, -0.3, 0.4] angstrom, length 0.7071 angstrom
  relative error, l'<=2: 1.0e-01
  relative error, l'<=4: 6.0e-03
  relative error, l'<=8: 2.3e-05
  relative error, l'<=12: 9.9e-08
  same direction, r=6 angstrom > R, l'<=12: 1.4e+04
```
